# Box and crossed-box exchange with an infinitely heavy particle: verification in Python

```python
"""
Result under test: for a heavy Dirac particle of mass M -> infinity, the box
and crossed-box two-photon diagrams add up to 2*pi*delta(omega) on the heavy
line, which leaves one second-order diagram in a static potential.
Symbols (natural units, light mass m = 1):
  omega, k : energy and momentum of the first photon the light particle absorbs
  p, q     : light initial momentum and total momentum transfer
  lam      : photon mass;  M : heavy mass;  g = Z*alpha
Heavy momenta are q/2 -> -q/2, so the total energy transfer is zero.
Energy integrals run along vertical lines in the complex omega plane that
separate the poles exactly as the Feynman prescription does.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.special import dawsn

m = 1.0
lam = 0.1
metric = np.diag([1.0, -1.0, -1.0, -1.0])

# Dirac matrices and spinors
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
gamma = np.zeros((4, 4, 4), dtype=complex)
gamma[0] = np.diag([1, 1, -1, -1])
for i in range(3):
    gamma[i + 1, :2, 2:] = pauli[i]
    gamma[i + 1, 2:, :2] = -pauli[i]


def spinor(momentum, mass, spin):
    energy = np.sqrt(mass**2 + momentum @ momentum)
    chi = np.eye(2)[spin]
    lower = np.einsum('i,iab,b->a', momentum, pauli, chi) / (energy + mass)
    return np.sqrt(energy + mass) * np.concatenate([chi, lower])


def line_tensors(p_out, p_in, mass, spin_pairs):
    """Spinor matrix elements of gamma gamma gamma and gamma gamma,
    averaged over the listed (final, initial) spin pairs."""
    three = np.zeros((4, 4, 4), dtype=complex)
    two = np.zeros((4, 4), dtype=complex)
    for s_out, s_in in spin_pairs:
        bar = spinor(p_out, mass, s_out).conj() @ gamma[0]
        ket = spinor(p_in, mass, s_in)
        left = np.einsum('a,mab->mb', bar, gamma)
        right = np.einsum('nab,b->na', gamma, ket)
        three += np.einsum('ma,rab,nb->mrn', left, gamma, right)
        two += np.einsum('ma,na->mn', left, right)
    return three / len(spin_pairs), two / len(spin_pairs)


def propagator_numerator(tensors, mass, energy, momentum):
    lower = np.array([energy] + [-c * np.ones_like(energy) for c in momentum])
    return (np.einsum('mrn,rj->mnj', tensors[0], lower)
            + mass * tensors[1][:, :, None])


def sinh_rule(scale, reach, step):
    """Trapezoidal rule in t for y = scale*sinh(t), |y| up to reach."""
    n = int(np.ceil(np.arcsinh(reach / scale) / step))
    t = step * np.arange(-n, n + 1)
    return scale * np.sinh(t), scale * np.cosh(t) * step


def energy_integrals(light, heavy, p, q, k, M):
    """Full spinor box and crossed box at fixed k, integrated over omega,
    divided by the heavy normalization; couplings are left out."""
    E = np.sqrt(m**2 + p @ p)
    E_heavy = np.sqrt(M**2 + q @ q / 4)
    offshell = 2 * p @ k + k @ k
    gap = offshell / (E + np.sqrt(E**2 + offshell))
    delta = k @ k - k @ q
    values = []
    for sign, centre in ((-1, gap / 2), (1, -lam / 2)):
        y, weight = sinh_rule(abs(centre), 1e3 * (1 + np.sqrt(k @ k)), 0.15)
        w = centre + 1j * y
        L = propagator_numerator(light, m, E + w, p + k)
        H = propagator_numerator(heavy, M, E_heavy + sign * w,
                                 sign * (k - q / 2))
        if sign == 1:
            H = H.transpose(1, 0, 2)
        g_diag = np.diag(metric)
        top = np.einsum('m,n,mnj,mnj->j', g_diag, g_diag, L, H)
        bottom = ((w**2 + 2 * E * w - offshell)
                  * (w**2 + sign * 2 * E_heavy * w - delta)
                  * (w**2 - k @ k - lam**2)
                  * (w**2 - (q - k) @ (q - k) - lam**2))
        # one factor i from d(omega) = i dy, one from the heavy propagator
        values.append(np.sum(weight * 1j * 1j * top / bottom)
                      / (2 * np.pi * 2 * E_heavy))
    return np.array(values)


# 1. Delta function on the real axis, with a shifted Gaussian test function
eps, shift = 1e-5, 0.5
x, wt = sinh_rule(eps, 12.0, 0.02)
gauss = np.exp(-(x - shift)**2)
box_real = 1j / (2 * np.pi) * np.sum(wt * gauss / (-x + 1j * eps))
cross_real = 1j / (2 * np.pi) * np.sum(wt * gauss / (x + 1j * eps))
at_zero = np.exp(-shift**2)
principal = 2 * np.sqrt(np.pi) * dawsn(shift)
assert abs(box_real + cross_real - at_zero) < 1e-4
assert abs(box_real - (at_zero / 2 - 1j * principal / (2 * np.pi))) < 1e-4
print("DELTA FUNCTION, test function exp(-(omega-0.5)^2)")
print(f"width eps = {eps:.0e}; value at omega=0: {at_zero:.6f}")
print(f"box alone     = {box_real.real:.6f} {box_real.imag:+.6f} i")
print(f"crossed alone = {cross_real.real:.6f} {cross_real.imag:+.6f} i")
print(f"sum           = {(box_real + cross_real).real:.6f}")

# 2. The light-particle width survives when its pole meets the heavy pole
d, eta, width = 0.3, 0.1, 0.1
x, wt = sinh_rule(0.1, 1e6, 0.02)
heavy_sum = 1 / (-x + 1j * width) + 1 / (x + 1j * width)
pinched = 1j / (2 * np.pi) * np.sum(wt * heavy_sum / (x + d + 1j * eta))
assert abs(pinched - 1 / (d + 1j * (eta + width))) < 1e-8

# 3. Instantaneous exchange: which diagram carries which light states
E0, Ek = 1.0, np.sqrt(2.0)
shares = {}
for name, pole in (("positive", Ek - E0), ("negative", -Ek - E0)):
    for diagram, sign, centre in (("box", -1, 0.2), ("crossed", 1, -0.2)):
        y, wt = sinh_rule(0.2, 1e9, 0.1)
        w = centre + 1j * y
        integral = np.sum(wt * 1j * 1j / (sign * w * (w - pole))) / (2*np.pi)
        shares[name, diagram] = (integral / (-1 / pole)).real
assert abs(shares["positive", "box"] - 1) < 1e-6
assert abs(shares["positive", "crossed"]) < 1e-6
assert abs(shares["negative", "box"]) < 1e-6
assert abs(shares["negative", "crossed"] - 1) < 1e-6
print("INSTANTANEOUS EXCHANGE, share of static value")
for name in ("positive", "negative"):
    print(f"{name}-energy states: box {abs(shares[name, 'box']):.4f}, "
          f"crossed {abs(shares[name, 'crossed']):.4f}")

# 4. Full spinor diagrams at a generic momentum
p = np.array([-0.3, 0.4, 0.0])
q = np.array([0.6, 0.0, 0.0])
k = np.array([0.5, 0.9, 0.7])
light = line_tensors(p + q, p, m, [(0, 0)])
E = np.sqrt(m**2 + p @ p)
L_static = propagator_numerator(light, m, np.array([E + 0j]), p + k)[0, 0, 0]
static = L_static / (-(2 * p @ k + k @ k) * (k @ k + lam**2)
                     * ((q - k) @ (q - k) + lam**2))
print("GENERIC MOMENTUM, units of m")
print(f"p = {p}, q = {q}, k = {k}")
errors = {}
for M in (100.0, 1000.0, 10000.0):
    heavy = line_tensors(-q / 2, q / 2, M, [(0, 0)])
    total = energy_integrals(light, heavy, p, q, k, M).sum()
    errors[M] = abs(total / static - 1)
    print(f"M/m = {M:7.0f}: relative error of static limit {errors[M]:.3e}")
assert errors[10000.0] < 2e-3
assert 8 < errors[1000.0] / errors[10000.0] < 12
flip_heavy = line_tensors(-q / 2, q / 2, 10000.0, [(1, 0)])
flip = abs(energy_integrals(light, flip_heavy, p, q, k, 1e4).sum() / static)
assert flip < 2e-3
print(f"heavy spin flip / static value at M/m = 10000: {flip:.2e}")

# 5. Complete loop at threshold, averaged over both spins
zero = np.zeros(3)
both = [(0, 0), (1, 1)]
light = line_tensors(zero, zero, m, both)
nodes, node_weights = np.polynomial.legendre.leggauss(80)
s = (nodes + 1) / 2
k_values = lam * s / (1 - s)
k_weights = node_weights / 2 * lam / (1 - s)**2
static_loop = -m**2 / (2 * np.pi * lam**3)


def threshold_loop(M):
    heavy = line_tensors(zero, zero, M, both)
    total = np.zeros(2, dtype=complex)
    for size, weight in zip(k_values, k_weights):
        vector = np.array([0.0, 0.0, size])
        total += (weight * size**2 / (2 * np.pi**2)
                  * energy_integrals(light, heavy, zero, zero, vector, M))
    return total / static_loop


print("THRESHOLD LOOP / STATIC LIMIT, photon mass lam = 0.1 m")
muon = constants.value('muon-electron mass ratio')
loops = {}
for M in (10.0, 100.0, muon, 1000.0, 10000.0):
    parts = threshold_loop(M)
    assert abs(parts.sum().imag) < 1e-7
    loops[M] = parts.real
    total = parts.sum().real
    print(f"M/m = {M:9.3f}: box {parts[0].real:.6f}, "
          f"crossed {parts[1].real:+.6f}")
    print(f"    sum {total:.6f}, (M/m)(1-sum) = {M * (1 - total):.4f}")
dev = {M: abs(1 - parts.sum()) for M, parts in loops.items()}
assert dev[10000.0] < 1e-3
assert 9 < dev[1000.0] / dev[10000.0] < 11
assert abs(loops[10000.0][1]) > 10 * dev[10000.0]

# 6. Independent external-field check: radial Dirac equation at E = m


def dirac_amplitude(g):
    """Threshold scattering amplitude in V = -g exp(-lam r)/r."""
    def slope(r, state):
        G, F = state
        V = -g * np.exp(-lam * r) / r
        return [G / r + (2 * m - V) * F, -F / r + V * G]
    r0, r1 = 1e-6, 40 / lam
    ratio = -g / (1 + np.sqrt(1 - g**2))
    sol = solve_ivp(slope, (r0, r1), [r0, ratio * r0], method='DOP853',
                    rtol=1e-11, atol=1e-16)
    G, F = sol.y[:, -1]
    c = r1 * F
    return -2 * m * c / ((G + 2 * m * c) / r1)


g_test = 0.001
plus, minus = dirac_amplitude(g_test), dirac_amplitude(-g_test)
first = (plus - minus) / 2
second = (plus + minus) / 2
assert abs(first / (2 * m * g_test / lam**2) - 1) < 1e-3
assert abs(second / first / (m * g_test / lam) - 1) < 1e-3
print("DIRAC EQUATION CHECK, g = 0.001")
print(f"second/first order, solved: {second / first:.7f}")
print(f"second/first order, m g/lam: {m * g_test / lam:.7f}")

# 7. Worked numbers for Z = 1
alpha = constants.fine_structure
compton_fm = constants.hbar / (constants.m_e * constants.c) * 1e15
f1 = 2 * m * alpha / lam**2
f2 = f1 * m * alpha / lam
print("STATIC LIMIT, Z = 1, lam = 0.1 m, light particle = electron")
print(f"alpha = {alpha:.8f}")
print(f"second/first order ratio = {m * alpha / lam:.6f}")
print(f"f1 = {f1:.6f} /m")
print(f"f2 = {f2:.6f} /m = {f2 * compton_fm:.4f} fm")
muon_ratio = m * alpha / lam * loops[muon].sum()
print(f"second/first order ratio, muon mass = {muon_ratio:.6f}")
print("every check passed")
```

It prints:

```
DELTA FUNCTION, test function exp(-(omega-0.5)^2)
width eps = 1e-05; value at omega=0: 0.778801
box alone     = 0.389397 -0.239459 i
crossed alone = 0.389397 +0.239459 i
sum           = 0.778794
INSTANTANEOUS EXCHANGE, share of static value
positive-energy states: box 1.0000, crossed 0.0000
negative-energy states: box 0.0000, crossed 1.0000
GENERIC MOMENTUM, units of m
p = [-0.3  0.4  0. ], q = [0.6 0.  0. ], k = [0.5 0.9 0.7]
M/m =     100: relative error of static limit 1.218e-02
M/m =    1000: relative error of static limit 1.224e-03
M/m =   10000: relative error of static limit 1.225e-04
heavy spin flip / static value at M/m = 10000: 3.31e-05
THRESHOLD LOOP / STATIC LIMIT, photon mass lam = 0.1 m
M/m =    10.000: box 0.894883, crossed +0.014123
    sum 0.909006, (M/m)(1-sum) = 0.9099
M/m =   100.000: box 0.975813, crossed +0.014276
    sum 0.990090, (M/m)(1-sum) = 0.9910
M/m =   206.768: box 0.980897, crossed +0.014285
    sum 0.995182, (M/m)(1-sum) = 0.9961
M/m =  1000.000: box 0.984708, crossed +0.014292
    sum 0.999000, (M/m)(1-sum) = 1.0000
M/m = 10000.000: box 0.985607, crossed +0.014293
    sum 0.999900, (M/m)(1-sum) = 1.0009
DIRAC EQUATION CHECK, g = 0.001
second/first order, solved: 0.0100002
second/first order, m g/lam: 0.0100000
STATIC LIMIT, Z = 1, lam = 0.1 m, light particle = electron
alpha = 0.00729735
second/first order ratio = 0.072974
f1 = 1.459471 /m
f2 = 0.106503 /m = 41.1270 fm
second/first order ratio, muon mass = 0.072622
every check passed
```
